**Oxygen chemical potential in an O₂ gas and the onset of surface coverage**

The program tests $\Delta\mu_O=-\tfrac12kT\ln\{(kT/p)(mkT/2\pi)^{3/2}(kT/2B)\,3/(1-e^{-\omega/kT})\}$, where $m$ is the mass of O₂, $B$ its rotational constant, $\omega$ its vibrational quantum, $T$ the temperature, $p$ the pressure and $k$ the Boltzmann constant, in atomic units. It asserts agreement with explicit sums over box, rotor, oscillator and spin states at 300 and 800 K; the largest difference is $2.9\times10^{-5}$ eV. It also asserts that the temperature slope matches the entropy from level populations, and that the computed electronic determinant changes sign under a perpendicular half-turn, which selects odd rotational numbers. Diagonalization of an anharmonic rotating molecule shifts the result at 800 K by $-4.4\times10^{-4}$ eV. The most probable coverage of a closed system of gas and independent sites agrees with the onset law, with and without adsorbate vibrations. At 800 K and 760 Torr the output gives $\Delta\mu_O=-0.851$ eV. For a round binding energy of $-1.2$ eV per atom, the onset pressure at 800 K is 0.030 Torr without thermal adsorbate vibrations and $5.7\times10^{-4}$ Torr with three modes of 0.05 eV.

## Numerical check

```python
"""
Result under test: chemical potential of oxygen, per atom, in an ideal O2 gas,
  dmu = -(kT/2) ln[ (kT/p) (m kT/2 pi)^(3/2) * (kT/2B) * 3 / (1-exp(-w/kT)) ]
measured from half the vibrational ground level of O2 (rotation left out).
m: molecular mass, B: rotational constant, w: vibrational quantum,
p: pressure, kT: thermal energy. Internal units are atomic units (hbar = 1).
The onset of oxygen coverage on independent surface sites is tested too.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gammaln
from pyscf import gto, dft

HARTREE_J = const.physical_constants["Hartree energy"][0]
EV = const.e / HARTREE_J                       # one eV in hartree
BOHR_M = const.physical_constants["Bohr radius"][0]
ANG = 1e-10 / BOHR_M                           # one angstrom in bohr
KB = const.k / HARTREE_J                       # hartree per kelvin
TORR = const.torr * BOHR_M**3 / HARTREE_J
ATOM_MASS_U = 15.995                           # oxygen-16
ATOM_MASS = ATOM_MASS_U * const.atomic_mass / const.m_e
MASS = 2 * ATOM_MASS
REDUCED = ATOM_MASS / 2


# ---------- molecular constants from spin-unrestricted PBE ----------
def make_molecule(distance, basis, spin):
    return gto.M(atom=[["O", (0, 0, -distance / 2)],
                       ["O", (0, 0, distance / 2)]],
                 basis=basis, spin=spin, verbose=0)


def bond_curve(basis, mesh_level):
    """Minimum, second and third derivative of the energy curve."""
    centre, step = 1.22, 0.05
    offsets = step * np.arange(-2, 3)
    energies, density, middle = [], None, None
    for offset in offsets:
        mf = dft.UKS(make_molecule(centre + offset, basis, 2))
        mf.xc = "pbe,pbe"
        mf.grids.level = mesh_level
        mf.conv_tol = 1e-9
        energies.append(mf.kernel(dm0=density))
        assert mf.converged
        density = np.asarray(mf.make_rdm1())
        if abs(offset) < 1e-9:
            middle = mf
    shifted = np.array(energies) - energies[2]
    poly = np.poly1d(np.polyfit(offsets * ANG, shifted, 4))
    roots = poly.deriv().roots
    roots = roots[np.abs(roots.imag) < 1e-9].real
    x_min = roots[np.argmin(np.abs(roots))]
    return (centre * ANG + x_min, poly.deriv(2)(x_min),
            poly.deriv(3)(x_min), middle)


r_small, k_small, _, mf_small = bond_curve("def2-svp", 3)
r_mesh, k_mesh, _, _ = bond_curve("def2-svp", 4)
r_e, k_e, third, mf_main = bond_curve("def2-tzvp", 3)
omega, omega_small, omega_mesh = [np.sqrt(k / REDUCED)
                                  for k in (k_e, k_small, k_mesh)]
B_ROT = 1 / (2 * REDUCED * r_e**2)


# ---------- derived formulas ----------
def vib_factor(T, w):
    return 1 / (1 - np.exp(-w / (KB * T)))


def delta_mu(T, p, r=r_e, w=omega):
    kT = KB * T
    b = 1 / (2 * REDUCED * r**2)
    trans = kT / p * (MASS * kT / (2 * np.pi))**1.5
    return -kT / 2 * np.log(trans * kT / (2 * b) * 3 * vib_factor(T, w))


def onset_pressure(T, site_energy):
    kT = KB * T
    return (kT * (MASS * kT / (2 * np.pi))**1.5 * kT / (2 * B_ROT) * 3
            * vib_factor(T, omega) * np.exp(2 * site_energy / kT))


# ---------- sign of the electronic state under a perpendicular half-turn ----
points = np.random.default_rng(4).uniform(-2.5, 2.5, (400, 3))
ao_here = mf_main.mol.eval_gto("GTOval_sph", points)
ao_turned = mf_main.mol.eval_gto("GTOval_sph", points * [1, -1, -1])
exchange_sign = 1.0
for s in (0, 1):
    occupied = mf_main.mo_coeff[s][:, mf_main.mo_occ[s] > 0]
    turn = np.linalg.lstsq(ao_here @ occupied, ao_turned @ occupied,
                           rcond=None)[0]
    exchange_sign *= np.linalg.det(turn)
assert abs(exchange_sign + 1) < 1e-2
# Boson nuclei: (-1)^N times the electronic sign must equal +1.
allowed_N = np.array([N for N in range(0, 160)
                      if (-1)**N * round(exchange_sign) == 1])
assert allowed_N[0] == 1

# ---------- spin states and the gap to the singlet ----------
half_spin = [np.array(a, complex) / 2 for a in
             ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
total = [np.kron(a, np.eye(2)) + np.kron(np.eye(2), a) for a in half_spin]
spin_eigen = np.linalg.eigvalsh(sum(a @ a for a in total))
spin_states = int(np.sum(np.abs(spin_eigen - 2) < 1e-9))
assert spin_states == 3
s2_main = mf_main.spin_square()[0]
assert abs(s2_main - 2) < 0.05

orbitals = mf_small.mo_coeff[0]
alpha = orbitals[:, list(range(7)) + [7]]
beta = orbitals[:, list(range(7)) + [8]]
mf_mixed = dft.UKS(make_molecule(1.22, "def2-svp", 0))
mf_mixed.xc = "pbe,pbe"
mf_mixed.conv_tol = 1e-7
mf_mixed.level_shift = 0.1
mf_mixed.max_cycle = 100
e_mixed = mf_mixed.kernel(dm0=np.array([alpha @ alpha.T, beta @ beta.T]))
assert mf_mixed.converged
s2_mixed, s2_trip = mf_mixed.spin_square()[0], mf_small.spin_square()[0]
mixed_gap = e_mixed - mf_small.e_tot
singlet_gap = mixed_gap * s2_trip / (s2_trip - s2_mixed)
assert mixed_gap > 0.05 * EV

# ---------- explicit sums over states ----------
BOX = 1e4 * ANG


def sum_states(energies, weights, kT):
    """Partition sum and Gibbs entropy (in k) from level populations."""
    boltz = np.exp(-energies / kT)
    z = np.sum(weights * boltz)
    keep = boltz > 1e-250
    prob = boltz[keep] / z
    return z, -np.sum(weights[keep] * prob * np.log(prob))


def explicit_gas(T):
    kT = KB * T
    n_max = int(7 * BOX * np.sqrt(MASS * kT / (2 * np.pi)))
    n = np.arange(1, n_max, dtype=float)
    line = sum_states((np.pi * n / BOX)**2 / (2 * MASS), np.ones_like(n), kT)
    rotor = sum_states(B_ROT * allowed_N * (allowed_N + 1.0),
                       2 * allowed_N + 1.0, kT)
    v = np.arange(200.0)
    vibr = sum_states(omega * v, np.ones_like(v), kT)
    return line, rotor, vibr


worst_mu, worst_entropy = 0.0, 0.0
for T in (300.0, 800.0):
    kT = KB * T
    line, rotor, vibr = explicit_gas(T)
    assert abs(line[0] / (BOX * np.sqrt(MASS * kT / 2 / np.pi)) - 1) < 1e-4
    series = kT / (2 * B_ROT) * (1 + B_ROT / (3 * kT))
    assert abs(rotor[0] / series - 1) < 1e-5
    assert abs(vibr[0] / vib_factor(T, omega) - 1) < 1e-10
    ln_q = (3 * np.log(line[0]) + np.log(rotor[0]) + np.log(vibr[0])
            + np.log(spin_states))
    for p in (1 * TORR, 760 * TORR):
        count = p * BOX**3 / kT

        def free_energy(number):
            return -kT * (number * ln_q - gammaln(number + 1))
        direct = (free_energy(count + 1) - free_energy(count)) / 2
        worst_mu = max(worst_mu, abs(direct - delta_mu(T, p)) / EV)
    entropy = (3 * line[1] + rotor[1] + vibr[1] + np.log(spin_states)
               - gammaln(count + 1) / count)
    slope = (delta_mu(T + 1, p) - delta_mu(T - 1, p)) / 2
    worst_entropy = max(worst_entropy, abs(entropy + 2 * slope / KB))
assert worst_mu < 1e-4
assert worst_entropy < 1e-3

# ---------- coupled rotation and anharmonic vibration ----------
morse_a = -third / (3 * k_e)
morse_depth = k_e / (2 * morse_a**2)
dr = 0.03
r_grid = np.arange(1.5, 4.2, dr)
index = np.arange(len(r_grid))
diff = index[:, None] - index[None, :]
kinetic = np.where(diff == 0, np.pi**2 / 3,
                   2.0 / np.where(diff == 0, 1, diff)**2)
kinetic = kinetic * (-1.0)**np.abs(diff) / (2 * REDUCED * dr**2)
potential = morse_depth * (1 - np.exp(-morse_a * (r_grid - r_e)))**2


def radial_levels(N):
    barrier = N * (N + 1) / (2 * REDUCED * r_grid**2)
    return np.linalg.eigvalsh(kinetic + np.diag(potential + barrier))


ground = radial_levels(0)[0]
assert abs(ground - (omega / 2 - morse_a**2 / (8 * REDUCED))) < 1e-5 * EV
T_EX = 800.0
kT = KB * T_EX
z_coupled = sum((2 * N + 1) * np.sum(np.exp(-(radial_levels(N) - ground) / kT))
                for N in allowed_N if N < 122)
z_separate = kT / (2 * B_ROT) * vib_factor(T_EX, omega)
coupling_shift = -kT / 2 * np.log(z_coupled / z_separate)
assert abs(coupling_shift) < 1e-3 * EV

# ---------- onset of coverage ----------
E_BIND = -1.2 * EV
ADS_QUANTUM = 0.05 * EV


def ads_thermal(T):
    return 3 * KB * T * np.log(1 - np.exp(-ADS_QUANTUM / (KB * T)))


p_bare = onset_pressure(T_EX, E_BIND)
p_vib = onset_pressure(T_EX, E_BIND + ads_thermal(T_EX))
line, rotor, vibr = explicit_gas(T_EX)
z_site = np.sum(np.exp(-ADS_QUANTUM * np.arange(2000) / kT))**3
sites, gas_count = 20000, 2e5
coverages = []
for p_on, site_sum in ((p_bare, 1.0), (p_vib, z_site)):
    for ratio in (1.0, 9.0):
        expected = np.sqrt(ratio) / (1 + np.sqrt(ratio))
        volume = gas_count * kT / (ratio * p_on)
        ln_q = (np.log(volume) + 3 * np.log(line[0] / BOX)
                + np.log(rotor[0] * vibr[0] * spin_states))
        molecules = gas_count + expected * sites / 2
        pairs = np.arange(0, sites // 2 + 1)
        atoms = 2 * pairs
        ln_weight = (gammaln(sites + 1) - gammaln(atoms + 1)
                     - gammaln(sites - atoms + 1)
                     + (molecules - pairs) * ln_q
                     - gammaln(molecules - pairs + 1)
                     + atoms * (np.log(site_sum) - E_BIND / kT))
        found = atoms[np.argmax(ln_weight)] / sites
        assert abs(found - expected) < 1e-3
        coverages.append(found)


def onset_temperature(p, with_vibration):
    def mismatch(T):
        extra = ads_thermal(T) if with_vibration else 0.0
        return delta_mu(T, p) - E_BIND - extra
    return brentq(mismatch, 200, 3000)


# ---------- sizes of neglected effects ----------
split = 5e-4 * EV * np.array([-2 / 3, 1 / 3, 1 / 3])
split_shift = -kT / 2 * np.log(np.mean(np.exp(-split / kT)))
singlet_ratio = 2 / 3 * np.exp(-singlet_gap / kT)
virial_shift = 50 * ANG**3 * 760 * TORR
atom_pressure = (9 * kT * (ATOM_MASS * kT / (2 * np.pi))**1.5
                 * np.exp((E_BIND - 2.5 * EV) / kT))
P_REF = 760 * TORR
main_mu = delta_mu(T_EX, P_REF)
basis_shift = main_mu - delta_mu(T_EX, P_REF, r_small, omega_small)
mesh_shift = (delta_mu(T_EX, P_REF, r_mesh, omega_mesh)
              - delta_mu(T_EX, P_REF, r_small, omega_small))
constant_shift = delta_mu(T_EX, P_REF, 1.02 * r_e, 0.98 * omega) - main_mu
assert abs(basis_shift) < 5e-3 * EV and abs(mesh_shift) < 1e-3 * EV

# ---------- output ----------
print(f"mass of one O atom (input): {ATOM_MASS_U:.3f} u")
print(f"O2 bond length, PBE/def2-TZVP: {r_e/ANG:.4f} angstrom")
print(f"vibrational quantum w: {omega/EV:.4f} eV")
print(f"rotational constant B: {B_ROT/EV:.3e} eV")
print(f"bond shift def2-SVP to TZVP: {(r_e-r_small)/ANG:.4f} angstrom")
print(f"quantum shift def2-SVP to TZVP: {(omega-omega_small)/EV:.5f} eV")
print(f"dmu shift, basis (800 K): {basis_shift/EV:.2e} eV")
print(f"dmu shift, finer mesh (800 K): {mesh_shift/EV:.2e} eV")
print(f"electronic sign under half-turn: {exchange_sign:.5f}")
print(f"lowest allowed rotor number N: {allowed_N[0]}")
print(f"S^2 of the triplet determinant: {s2_main:.4f}")
print(f"number of triplet spin states: {spin_states}")
print(f"S^2 of the mixed-spin determinant: {s2_mixed:.4f}")
print(f"mixed-spin minus triplet (def2-SVP): {mixed_gap/EV:.3f} eV")
print(f"estimated singlet gap (def2-SVP): {singlet_gap/EV:.3f} eV")
print(f"largest dmu error against explicit sums: {worst_mu:.2e} eV")
print(f"largest entropy error: {worst_entropy:.2e} k per molecule")
for T in (300, 400, 600, 800, 1000):
    print(f"dmu at {T} K, 760 Torr: {delta_mu(T, P_REF)/EV:.4f} eV")
print(f"kT at 800 K: {kT/EV:.5f} eV")
trans = kT / P_REF * (MASS * kT / (2 * np.pi))**1.5
parts = (("translation", trans), ("rotation, all N", kT / B_ROT),
         ("nuclear symmetry", 0.5), ("vibration", vib_factor(T_EX, omega)),
         ("electron spin", 3.0))
for name, factor in parts:
    print(f"800 K, 760 Torr, {name}: factor {factor:.4e}, "
          f"dmu part {-kT/2*np.log(factor)/EV:.5f} eV")
print(f"dmu change per decade of p, 800 K: {kT/2*np.log(10)/EV:.4f} eV")
print(f"entropy at 800 K, 760 Torr: {entropy:.3f} k per molecule")
print(f"binding energy (round input): {E_BIND/EV:.2f} eV per O")
print(f"onset pressure, 800 K, f = 0: {p_bare/TORR:.3e} Torr")
print(f"adsorbate quantum (round input): {ADS_QUANTUM/EV:.3f} eV")
print(f"adsorbate thermal term f, 800 K: {ads_thermal(T_EX)/EV:.4f} eV")
print(f"onset pressure, 800 K, with f: {p_vib/TORR:.3e} Torr")
for p_torr in (760, 1e-6):
    print(f"onset temperature at {p_torr:g} Torr: f = 0 "
          f"{onset_temperature(p_torr*TORR, False):.1f} K, with f "
          f"{onset_temperature(p_torr*TORR, True):.1f} K")
print(f"most probable coverage at p_on and 9 p_on, f = 0: "
      f"{coverages[0]:.4f}, {coverages[1]:.4f}")
print(f"same with f: {coverages[2]:.4f}, {coverages[3]:.4f}")
print(f"pressure ratio from 10% to 90% coverage: {(0.9/0.1)**4:.0f}")
print(f"rovibrational coupling shift, 800 K: {coupling_shift/EV:.2e} eV")
print(f"triplet splitting (rough 5e-4 eV) shift: {split_shift/EV:.2e} eV")
print(f"singlet to triplet population, 800 K: {singlet_ratio:.2e}")
print(f"non-ideality size (rough 50 angstrom^3), 760 Torr: "
      f"{virial_shift/EV:.2e} eV")
print(f"O to O2 pressure ratio at f = 0 onset (rough 5 eV bond): "
      f"{atom_pressure/p_bare:.2e}")
print(f"dmu shift, bond +2% and quantum -2%: {constant_shift/EV:.2e} eV")
print(f"onset pressure factor for +0.1 eV in binding energy, 800 K: "
      f"{np.exp(0.2*EV/kT):.2f}")
print("every check passed")
```

It prints:

```
mass of one O atom (input): 15.995 u
O2 bond length, PBE/def2-TZVP: 1.2187 angstrom
vibrational quantum w: 0.1930 eV
rotational constant B: 1.760e-04 eV
bond shift def2-SVP to TZVP: 0.0052 angstrom
quantum shift def2-SVP to TZVP: -0.00685 eV
dmu shift, basis (800 K): -5.03e-04 eV
dmu shift, finer mesh (800 K): 1.36e-07 eV
electronic sign under half-turn: -0.99999
lowest allowed rotor number N: 1
S^2 of the triplet determinant: 2.0044
number of triplet spin states: 3
S^2 of the mixed-spin determinant: 1.0016
mixed-spin minus triplet (def2-SVP): 0.397 eV
estimated singlet gap (def2-SVP): 0.794 eV
largest dmu error against explicit sums: 2.90e-05 eV
largest entropy error: 8.34e-06 k per molecule
dmu at 300 K, 760 Torr: -0.2739 eV
dmu at 400 K, 760 Torr: -0.3826 eV
dmu at 600 K, 760 Torr: -0.6111 eV
dmu at 800 K, 760 Torr: -0.8508 eV
dmu at 1000 K, 760 Torr: -1.0993 eV
kT at 800 K: 0.06894 eV
800 K, 760 Torr, translation: factor 8.3871e+07, dmu part -0.62889 eV
800 K, 760 Torr, rotation, all N: factor 3.9180e+02, dmu part -0.20581 eV
800 K, 760 Torr, nuclear symmetry: factor 5.0000e-01, dmu part 0.02389 eV
800 K, 760 Torr, vibration: factor 1.0648e+00, dmu part -0.00216 eV
800 K, 760 Torr, electron spin: factor 3.0000e+00, dmu part -0.03787 eV
dmu change per decade of p, 800 K: 0.0794 eV
entropy at 800 K, 760 Torr: 28.365 k per molecule
binding energy (round input): -1.20 eV per O
onset pressure, 800 K, f = 0: 3.031e-02 Torr
adsorbate quantum (round input): 0.050 eV
adsorbate thermal term f, 800 K: -0.1369 eV
onset pressure, 800 K, with f: 5.708e-04 Torr
onset temperature at 760 Torr: f = 0 1079.3 K, with f 1369.2 K
onset temperature at 1e-06 Torr: f = 0 629.3 K, with f 675.8 K
most probable coverage at p_on and 9 p_on, f = 0: 0.4999, 0.7499
same with f: 0.4999, 0.7499
pressure ratio from 10% to 90% coverage: 6561
rovibrational coupling shift, 800 K: -4.38e-04 eV
triplet splitting (rough 5e-4 eV) shift: -2.02e-07 eV
singlet to triplet population, 800 K: 6.63e-06
non-ideality size (rough 50 angstrom^3), 760 Torr: 3.16e-05 eV
O to O2 pressure ratio at f = 0 onset (rough 5 eV bond): 3.29e-11
dmu shift, bond +2% and quantum -2%: -1.49e-03 eV
onset pressure factor for +0.1 eV in binding energy, 800 K: 18.19
every check passed
```
